# Quantum Correction Factors for the Infrared Absorption of a Harmonic O-H Stretch

## Problem

A classical molecular simulation yields the dipole autocorrelation function \(C_{\rm cl}(t)=\langle\mu(0)\mu(t)\rangle_{\rm cl}\). Its spectrum is

\[
I_{\rm cl}(\omega)=\frac{1}{2\pi}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}\,C_{\rm cl}(t).
\]

To estimate the quantum spectrum \(I(\omega)\), defined by the same transform of the quantum correlation function, one multiplies \(I_{\rm cl}\) by a correction factor \(Q(x)\), where \(x=\hbar\omega/k_BT\). Several factors are in use. Here the *standard* factor is the one obtained by replacing the symmetrised quantum correlation function by the classical one.

Model an O-H stretch as a harmonic oscillator with reduced mass \(m\), angular frequency \(\omega_0\) and displacement \(q\). Its dipole is linear, \(\mu=\mu' q\); a constant part does not contribute to the stretch band and is dropped. Classical and quantum oscillators have the same potential and temperature. Take a wavenumber of 3500 cm\(^{-1}\), \(T=300\) K, round masses of 16 u and 1 u, and a chosen slope \(\mu'=1\) D/Å.

1. Express the absorption cross-section through \(I(\omega)\), and find the exact absorption of the oscillator.
2. Find the classical spectrum and derive the standard factor.
3. Find the ratio \(R\) of exact to standard-corrected absorption, its two limits, and its value for the O-H stretch.
4. Explain the ratio physically. Is it shared by other correction factors that obey detailed balance?
5. Does the result survive when the line is broadened by coupling to other harmonic modes?
6. Estimate how far anharmonicity changes the answer.

## Solution

### 1. Exact absorption

Let a field \(E_0\cos\omega t\) act along the dipole axis, so that the perturbation is \(-\mu E_0\cos\omega t\). For \(\omega>0\), the part of the cosine that drives upward transitions has amplitude \(E_0/2\). The golden rule gives the rate from state \(n\) to a higher state \(k\):

\[
w_{n\to k}=\frac{2\pi}{\hbar^2}\left(\frac{E_0}{2}\right)^2|\mu_{kn}|^2\,\delta(\omega-\omega_{kn}),\qquad \omega_{kn}=\frac{E_k-E_n}{\hbar}.
\]

The stimulated downward rate is the same. Each upward transition takes \(\hbar\omega\) from the field and each downward one returns it, so the net absorbed power contains the population difference \(p_n-p_k\). Dividing this power by the incident intensity \(\tfrac12\varepsilon_0cE_0^2\), and multiplying by \(1/3\) for random orientation, gives

\[
\sigma(\omega)=\frac{\pi\omega}{3\varepsilon_0\hbar c}\sum_{n,k}(p_n-p_k)|\mu_{kn}|^2\delta(\omega-\omega_{kn}).
\]

In thermal equilibrium \(p_k=p_ne^{-x}\) on the line, hence \(p_n-p_k=p_n(1-e^{-x})\). The remaining sum is \(I(\omega)\), because

\[
\langle\mu(0)\mu(t)\rangle=\sum_{n,k}p_n|\mu_{kn}|^2e^{i\omega_{kn}t}
\;\Rightarrow\;
I(\omega)=\sum_{n,k}p_n|\mu_{kn}|^2\delta(\omega-\omega_{kn}).
\]

Therefore

\[
\sigma(\omega)=\frac{\pi\omega}{3\varepsilon_0\hbar c}\,(1-e^{-x})\,I(\omega).
\]

In a medium there is a further refractive-index and local-field prefactor. It cancels from the ratios below if the same prefactor is used for both spectra.

For the oscillator, \(q=\sqrt{\hbar/2m\omega_0}\,(a+a^\dagger)\). The squared matrix element from \(n\) to \(n+1\) is \(\hbar(n+1)/2m\omega_0\), and from \(n\) to \(n-1\) it is \(\hbar n/2m\omega_0\). Averaging over \(n\),

\[
I(\omega)=\frac{\mu'^2\hbar}{2m\omega_0}\left[(\bar n+1)\,\delta(\omega-\omega_0)+\bar n\,\delta(\omega+\omega_0)\right].
\]

With \(x_0=\hbar\omega_0/k_BT\), the mean quantum number is \(\bar n=1/(e^{x_0}-1)\), so \(\bar n+1=1/(1-e^{-x_0})\). This cancels the factor \(1-e^{-x_0}\) in the cross-section:

\[
\int_0^\infty\sigma\,d\omega=\frac{\pi\omega_0}{3\varepsilon_0\hbar c}\,\frac{\mu'^2\hbar}{2m\omega_0}=\frac{\pi\mu'^2}{6\varepsilon_0cm}.
\]

The exact integrated absorption does not depend on temperature: thermal excitation strengthens upward and downward transitions so that their difference stays fixed. Integrating over wavenumber \(\tilde\nu=\omega/2\pi c\) instead of \(\omega\) divides the result by \(2\pi c\). Per mole,

\[
A=\frac{N_A\mu'^2}{12\varepsilon_0c^2m}.
\]

The reduced mass is \(16\times1/17=0.941\) u, and with \(\mu'=1\) D/Å this gives \(A=44.9\) km/mol.

### 2. Classical spectrum and standard factor

The classical trajectory is \(q(t)=q_0\cos\omega_0t+(p_0/m\omega_0)\sin\omega_0t\). In the Boltzmann distribution \(\langle q_0p_0\rangle=0\), and equipartition, \(\tfrac12m\omega_0^2\langle q_0^2\rangle=\tfrac12k_BT\), fixes the remaining average. Thus

\[
C_{\rm cl}(t)=\frac{\mu'^2k_BT}{m\omega_0^2}\cos\omega_0t,
\]

\[
I_{\rm cl}(\omega)=\frac{\mu'^2k_BT}{2m\omega_0^2}\left[\delta(\omega-\omega_0)+\delta(\omega+\omega_0)\right].
\]

The classical spectrum is even in \(\omega\). The quantum one is not: exchanging the labels \(n\) and \(k\) in the sum for \(I(-\omega)\) replaces \(p_n\) by \(p_k=p_ne^{-x}\), so

\[
I(-\omega)=e^{-x}I(\omega),
\]

which is detailed balance. Now consider the symmetrised function \(\tfrac12\langle\mu(0)\mu(t)+\mu(t)\mu(0)\rangle\). By stationarity \(\langle\mu(t)\mu(0)\rangle=\langle\mu(0)\mu(-t)\rangle\), whose transform is \(I(-\omega)\). Hence

\[
I_{\rm sym}(\omega)=\tfrac12[I(\omega)+I(-\omega)]=\tfrac12(1+e^{-x})\,I(\omega).
\]

Solving for \(I\) is exact. The approximation enters when \(I_{\rm sym}\) is replaced by \(I_{\rm cl}\):

\[
I(\omega)\approx Q_{\rm std}(x)\,I_{\rm cl}(\omega),\qquad Q_{\rm std}(x)=\frac{2}{1+e^{-x}}.
\]

However large \(x\) becomes, this factor cannot exceed 2.

### 3. The ratio and its value

The factor that the harmonic oscillator actually requires is the quotient of the quantum and classical weights at \(+\omega_0\):

\[
Q_{\rm har}(x_0)=\frac{\mu'^2\hbar(\bar n+1)/2m\omega_0}{\mu'^2k_BT/2m\omega_0^2}
=\frac{\hbar\omega_0}{k_BT}(\bar n+1)=\frac{x_0}{1-e^{-x_0}}.
\]

The prefactor \(\omega(1-e^{-x})\) is common to both absorption spectra, so the ratio of exact to standard-corrected absorption is

\[
R=\frac{Q_{\rm har}}{Q_{\rm std}}=\frac{x_0}{2}\,\frac{1+e^{-x_0}}{1-e^{-x_0}}=\frac{x_0}{2}\coth\frac{x_0}{2}.
\]

The last step multiplies numerator and denominator by \(e^{x_0/2}\). Mass and dipole slope have dropped out.

For small \(x_0\), use \(y\coth y=1+y^2/3+\dots\) with \(y=x_0/2\):

\[
R=1+\frac{x_0^2}{12}+\dots
\]

The standard factor is then adequate. At 100 cm\(^{-1}\) and 300 K, \(R=1.019\). For large \(x_0\), \(\coth(x_0/2)\to1\) and

\[
R\to\frac{\hbar\omega_0}{2k_BT}.
\]

Since the exact absorption is independent of \(T\), the standard-corrected absorption in this limit is proportional to \(T\), a temperature dependence that the true harmonic band does not have.

For the O-H stretch, \(k_BT\) at 300 K corresponds to 208.51 cm\(^{-1}\), so

\[
x_0=\frac{3500}{208.51}=16.786,\qquad e^{-x_0}=5.1\times10^{-8}.
\]

The hyperbolic cotangent differs from 1 by about \(10^{-7}\), and

\[
R=\frac{16.786}{2}=8.39\approx8.4.
\]

The standard correction gives 5.35 km/mol instead of 44.9 km/mol, or 11.9 percent of the exact absorption. The same ratio, 8.393, was obtained numerically by diagonalising the oscillator on a grid and averaging integrated classical trajectories.

### 4. Physical meaning, and other factors

The quantum mean square displacement is

\[
\langle q^2\rangle=\frac{\hbar}{2m\omega_0}(2\bar n+1)=\frac{\hbar}{2m\omega_0}\coth\frac{x_0}{2}.
\]

Divided by the classical value \(k_BT/m\omega_0^2\), this is again \(R\). The standard factor assumes that the symmetrised quantum fluctuations equal the classical ones, but at 300 K the stretch is almost entirely in its ground state and its fluctuation is zero-point motion. The root-mean-square displacement is 0.0715 Å in the quantum oscillator and 0.0247 Å in the classical one; the squared ratio is 8.4.

A classical oscillator would need a temperature of \(8.393\times300=2518\) K to have the quantum mean square displacement. Heating a whole simulation to that temperature is no remedy, since a mode at 100 cm\(^{-1}\) would need only \(1.019\times300\approx306\) K.

The deficit is not shared by every correction. Consider the Kubo-transformed correlation function, an average over imaginary time:

\[
C_K(t)=\frac1\beta\int_0^\beta d\lambda\,\langle\mu(0)\mu(t+i\lambda\hbar)\rangle,\qquad\beta=\frac{1}{k_BT}.
\]

The shift in time multiplies each component \(e^{i\omega t}\) by \(e^{-\lambda\hbar\omega}\), so

\[
I_K(\omega)=I(\omega)\,\frac1\beta\int_0^\beta e^{-\lambda\hbar\omega}d\lambda=\frac{1-e^{-x}}{x}\,I(\omega).
\]

For the oscillator, the weight of \(I_K\) at \(+\omega_0\) is

\[
\frac{\mu'^2\hbar}{2m\omega_0}\,\frac{1}{1-e^{-x_0}}\,\frac{1-e^{-x_0}}{x_0}=\frac{\mu'^2k_BT}{2m\omega_0^2},
\]

which is the classical weight. Replacing \(I_K\), rather than \(I_{\rm sym}\), by \(I_{\rm cl}\) therefore gives the harmonic factor \(Q_{\rm har}=x/(1-e^{-x})\) and the exact absorption of this model.

Detailed balance does not decide between the factors. Because \(I_{\rm cl}\) is even, it requires only \(Q(x)=e^xQ(-x)\). Direct substitution confirms this for three factors:

\[
e^x\frac{2}{1+e^x}=\frac{2}{1+e^{-x}},\qquad
e^x\frac{-x}{1-e^x}=\frac{x}{1-e^{-x}},\qquad
e^xe^{-x/2}=e^{x/2}.
\]

The third is the Schofield factor. The results for the O-H stretch are:

| Correction | \(Q\) | km/mol | Relative to exact |
|---|---:|---:|---:|
| None | 1 | 2.67 | 0.060 |
| Standard | 2.00 | 5.35 | 0.119 |
| Harmonic | 16.8 | 44.9 | 1.00 |
| Schofield | 4415 | 11810 | 263 |

Three factors that all satisfy detailed balance thus range from an eightfold deficit to an excess by a factor of 263.

### 5. A line broadened by a harmonic bath

Let the stretch be coupled to other oscillators by terms bilinear in the coordinates, with a stable total potential. In mass-weighted coordinates the system separates into normal modes \(Q_j\) of frequency \(\Omega_j\), and the dipole becomes \(\mu=\sum_jc_jQ_j\). Different modes are uncorrelated, so the earlier results apply to each with unit mass. The weights at \(+\Omega_j\) are

\[
\text{quantum: }\;\frac{c_j^2\hbar}{2\Omega_j}\,\frac{1}{1-e^{-x_j}},\qquad
\text{classical: }\;\frac{c_j^2k_BT}{2\Omega_j^2},\qquad x_j=\frac{\hbar\Omega_j}{k_BT}.
\]

The coefficient \(c_j\) cancels, and each line carries the ratio \((x_j/2)\coth(x_j/2)\) at its own frequency. When the bath is dense, the lines merge into a continuous band and the ratio holds frequency by frequency. Broadening of this kind does not remove the deficit.

A numerical case with two coupled modes, of bare wavenumbers 3500 and 1600 cm\(^{-1}\) at 900 K, coupled by the term \(0.35\,\omega_1\omega_2\,q_1q_2\) in mass-weighted coordinates, agrees. The lines move to 3554.1 and 1476.0 cm\(^{-1}\). Their ratios, from number-basis diagonalisation and classical propagation, are 2.860 and 1.426, as the formula gives at the shifted frequencies.

### 6. Anharmonicity and the real hydroxyl stretch

To estimate the effect of anharmonicity, replace the parabola by a Morse potential \(D(1-e^{-aq})^2\). Its bound levels, in wavenumbers, are \(\omega_e(n+\tfrac12)-\omega_ex_e(n+\tfrac12)^2\), so the fundamental lies at \(\omega_e-2\omega_ex_e\). With the illustrative value \(\omega_ex_e=85\) cm\(^{-1}\), the choice \(\omega_e=3670\) cm\(^{-1}\) keeps the fundamental at \(3670-170=3500\) cm\(^{-1}\). Let the dipole also curve, \(\mu=\mu'(q+bq^2)\), with the illustrative values \(b=\pm0.5\) Å\(^{-1}\) beside the linear case \(b=0\). The comparison is between integrated fundamental bands, with \(Q\) evaluated at the frequency of each classical orbit.

| \(b\) (Å\(^{-1}\)) | Exact/standard | Exact/harmonic |
|---:|---:|---:|
| −0.5 | 8.15 | 0.93 |
| 0 | 8.56 | 0.98 |
| +0.5 | 8.98 | 1.03 |

Relative to the harmonic value 8.39, the ratio changes by between −3 and +7 percent. A stronger curvature widens this range: for \(b=\pm1\) Å\(^{-1}\) it is about −8 to +12 percent. The large deficit remains. The harmonic factor is no longer exact, but its error for the curvatures in the table is about 2 to 7 percent rather than a factor of eight; at \(b=-1\) Å\(^{-1}\) it reaches about 13 percent.

None of the correction factors above repairs the line position. A classical Morse orbit of energy \(E\) has wavenumber \(\omega_e\sqrt{1-E/D}\), with \(D=\omega_e^2/4\omega_ex_e\). For \(E\ll D\) its shift is

\[
-\frac{\omega_eE}{2D}=-\frac{2\omega_ex_e}{\omega_e}E.
\]

At leading order the spectral weight of an orbit is proportional to \(E\), so the mean energy entering the line is

\[
\frac{\int_0^\infty E^2e^{-E/k_BT}dE}{\int_0^\infty Ee^{-E/k_BT}dE}=2k_BT.
\]

The shift is then \(-4\times85\times208.5/3670\approx-19\) cm\(^{-1}\), which puts the intensity-weighted mean of the classical line near 3651 cm\(^{-1}\). The line is skewed: its weight \(Ee^{-E/k_BT}\) is largest at \(E=k_BT\), so the maximum lies near 3660 cm\(^{-1}\). The orbit calculation gives a mean of 3650.6 cm\(^{-1}\), about 151 cm\(^{-1}\) above the quantum fundamental. The thermal orbit stays near the bottom of the well, while the quantum transition probes its anharmonic part.

Consider, as an example, a hydroxyl band that extends from 3200 to 3600 cm\(^{-1}\). Across that range at 300 K the harmonic ratio runs from 7.67 to 8.63, so one constant multiplier would also distort the shape of a broad band. The slope of 1 D/Å is a round choice, and hydrogen bonding can raise it considerably; this changes the intensity in km/mol but not the harmonic ratio. Real hydroxyl groups break the assumption of a harmonic, isolated mode. In the Morse estimate, anharmonicity changes the ratio by up to about 7 percent for \(|b|=0.5\) Å\(^{-1}\) and about 12 percent for \(|b|=1\) Å\(^{-1}\). These figures hold for \(\omega_ex_e=85\) cm\(^{-1}\) and a quadratic dipole, and are not bounds for a real band: with \(\omega_ex_e=130\) cm\(^{-1}\) and \(b=+1\) Å\(^{-1}\) the change is about 16 percent, and a hydrogen-bonded O-H can have a curvature of that size together with higher-order dipole terms. In addition, rotation, anharmonic hydrogen-bond dynamics and correlations between neighbouring dipoles are not included. The numerical output follows below.

## Calculated quantities

```
wavenumber: 3500 cm^-1
temperature: 300 K
reduced mass: 0.9412 u
dipole slope: 1.00 D/angstrom
thermal energy kB*T: 208.51 cm^-1
x = hbar*omega/(kB*T): 16.7857 (no unit)
exp(-x): 5.129e-08 (no unit)
exact/standard, formula: 8.3929 (no unit)
exact/standard, grid and trajectories: 8.3929 (no unit)
standard as share of exact: 11.91 percent
exact integrated intensity: 44.897 km/mol
no correction: factor 1.0000, intensity 2.675 km/mol, corrected/exact 0.0596
standard correction: factor 2.0000, intensity 5.349 km/mol, corrected/exact 0.1191
harmonic correction: factor 16.7857, intensity 44.897 km/mol, corrected/exact 1.0000
Schofield correction: factor 4415.4504, intensity 11810.086 km/mol, corrected/exact 263.0481
quantum rms displacement: 0.07154 angstrom
classical rms displacement: 0.02469 angstrom
classical temperature with the quantum mean square: 2518 K
exact/standard at 100 cm^-1, 300 K: 1.0191
exact/standard at 500 cm^-1, 300 K: 1.4388
exact/standard at 1600 cm^-1, 300 K: 3.8403
exact/standard at 3200 cm^-1, 300 K: 7.6735
exact/standard at 3600 cm^-1, 300 K: 8.6327
coupled-mode test: bare 3500 and 1600 cm^-1, 900 K
coupled line 1476.0 cm^-1: exact/standard 1.4259, formula 1.4259
coupled line 3554.1 cm^-1: exact/standard 2.8603, formula 2.8603
Morse anharmonicity (rough): 85 cm^-1
Morse harmonic wavenumber: 3670 cm^-1
Morse, dipole curvature -0.5 /angstrom: exact/standard 8.151, exact/harmonic 0.931
Morse, dipole curvature +0.0 /angstrom: exact/standard 8.564, exact/harmonic 0.978
Morse, dipole curvature +0.5 /angstrom: exact/standard 8.984, exact/harmonic 1.026
Morse quantum fundamental: 3500.0 cm^-1
Morse mean classical line: 3650.6 cm^-1
Morse factor shift, grid step 0.02 against 0.01 angstrom: 9.1e-13
```
